# Temperature shift of an ideal free-exciton phonon replica in silicon: a numerical check

```python
"""
Result under test: an ideal free-exciton phonon replica in silicon peaks at
    E_peak(T) = E_g(T) - E_b - Omega + k_B T / 2,
so its slope is
    dE_peak/dT = -alpha T (T + 2 beta) / (T + beta)^2 + k_B / 2,
about -0.21 meV/K at 300 K.
E_g: Varshni gap E_0 - alpha T^2/(T + beta); E_b: exciton binding energy;
Omega: energy of the emitted phonon; k_B: Boltzmann constant.
Energies are in meV unless a name says otherwise; temperatures are in K.
The program also sizes effects that the ideal exciton model leaves out.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar

# Inputs: common Varshni fit and rough typical silicon values
GAP_ZERO = 1170.0          # meV
ALPHA = 0.473              # meV/K
BETA = 636.0               # K
BINDING = 15.0             # meV, rough
PHONON = 58.0              # meV, rough
TEMP = 300.0               # K
MASSES = (1.4, 0.7, 0.7)   # exciton masses / electron mass, rough
BROADENING = 5.0           # meV, Gaussian standard deviation, chosen
SOFTENING = 0.01           # fractional phonon softening over 300 K, chosen
DENSITY_CM3 = 1.0e16       # exciton density, chosen

KB = const.k / const.e * 1000.0                   # meV/K
HC = const.h * const.c / const.e * 1.0e12         # meV nm
KT = KB * TEMP


def gap(temp, alpha=ALPHA, beta=BETA):
    return GAP_ZERO - alpha * temp**2 / (temp + beta)


def gap_slope(temp, alpha=ALPHA, beta=BETA):
    return -alpha * temp * (temp + 2 * beta) / (temp + beta)**2


def ideal_slope(temp, alpha=ALPHA, beta=BETA):
    return gap_slope(temp, alpha, beta) + KB / 2


def edge(temp):
    return gap(temp) - BINDING - PHONON


def centered_slope(function, temp, step=1.0):
    return (function(temp + step) - function(temp - step)) / (2 * step)


def numerical_peak(temp, power=0.5, photon_power=0):
    """Photon energy at the numerically located maximum of the spectrum."""
    thermal = KB * temp
    start = edge(temp)

    def negative_log(kinetic):
        return -(power * np.log(kinetic) - kinetic / thermal
                 + photon_power * np.log((start + kinetic) / start))

    found = minimize_scalar(negative_log, bounds=(1e-6, 8 * thermal),
                            method="bounded", options={"xatol": 1e-9})
    return start + found.x


# Varshni derivative against finite differences of the gap
for temp in (100.0, 300.0, 450.0):
    assert abs(centered_slope(gap, temp, 0.1) - gap_slope(temp)) < 1e-6

# State counting on a momentum grid, atomic units, anisotropic masses
hartree_mev = const.physical_constants["Hartree energy in eV"][0] * 1000
kt_au = KT / hartree_mev
spacing = 0.0008
axes = []
for mass in MASSES:
    limit = int(np.sqrt(2 * mass * 2 * kt_au) / spacing) + 2
    axes.append((np.arange(-limit, limit + 1) * spacing)**2 / (2 * mass))
kinetic_grid = (axes[0][:, None, None] + axes[1][None, :, None]
                + axes[2][None, None, :])
count_errors = []
for multiple in (0.5, 1.0, 2.0):
    energy = multiple * kt_au
    counted = np.count_nonzero(kinetic_grid <= energy)
    predicted = (4 * np.pi / 3 * (2 * energy)**1.5
                 * np.sqrt(np.prod(MASSES)) / spacing**3)
    count_errors.append(abs(counted / predicted - 1))
assert max(count_errors) < 0.005   # surface error of a finite grid
del kinetic_grid

# Peak position and its slope from numerical maximization
peak = edge(TEMP) + KT / 2
assert abs(numerical_peak(TEMP) - peak) < 1e-4
measured_slope = centered_slope(numerical_peak, TEMP)
slope = ideal_slope(TEMP)
assert abs(measured_slope - slope) < 1e-5
assert round(slope, 2) == -0.21

# Mean kinetic energy and full width at half maximum
norm = quad(lambda x: np.sqrt(x) * np.exp(-x), 0, np.inf)[0]
mean = KT * quad(lambda x: x**1.5 * np.exp(-x), 0, np.inf)[0] / norm
assert abs(mean - 1.5 * KT) < 1e-5


def half_height(x):
    return 0.5 * np.log(2 * x) - x + 0.5 + np.log(2)


width = KT * (brentq(half_height, 0.5, 8) - brentq(half_height, 1e-8, 0.5))

# Replica with a matrix element linear in exciton momentum
forbidden_slope = centered_slope(lambda t: numerical_peak(t, 1.5), TEMP)
assert abs(forbidden_slope - gap_slope(TEMP) - 1.5 * KB) < 1e-5

# Wavelength that corresponds to the energy peak
wavelength = HC / peak
wavelength_slope = -HC / peak**2 * slope
assert abs(centered_slope(lambda t: HC / numerical_peak(t), TEMP)
           - wavelength_slope) < 1e-4

# Hydrogenic contact weights: radial diagonalization, unit binding energy
step = 0.02
radius = step * np.arange(1, 2501)
_, radial = eigh_tridiagonal(2 / step**2 - 2 / radius,
                             -np.ones(radius.size - 1) / step**2,
                             select="i", select_range=(0, 1))
radial = radial / np.sqrt(step)
for level in (1, 2):
    wave = radial[:, level - 1]
    origin_slope = (4 * wave[0] - wave[1]) / (2 * step)
    weight = np.pi * origin_slope**2
    assert abs(weight / (4 * np.pi / level**3) - 1) < 0.01  # grid error


def continuum_weight(energy, rydberg):
    return (2 * np.pi * np.sqrt(rydberg)
            / -np.expm1(-2 * np.pi * np.sqrt(rydberg / energy)))


# Continuum weight from the amplitude of an integrated scattering wave
for energy in (0.5, 2.0):
    begin, end = 1e-5, 400.0
    solution = solve_ivp(lambda r, y: [y[1], -(energy + 2 / r) * y[0]],
                         (begin, end), [begin - begin**2, 1 - 2 * begin],
                         method="DOP853", rtol=1e-9, atol=1e-11)
    assert solution.success
    value, derivative = solution.y[:, -1]
    local_k = np.sqrt(energy + 2 / end)
    flux = value**2 * local_k + derivative**2 / local_k
    scattering_weight = 1 / flux
    assert abs(scattering_weight / continuum_weight(energy, 1.0) - 1) < 2e-3

# Bound and unbound pairs together; energy is measured from the pair edge
nodes, node_weights = np.polynomial.legendre.leggauss(80)
angle = (nodes + 1) * np.pi / 4
angle_weights = node_weights * np.pi / 4
levels = np.arange(1, 401)


def pair_density(energy, rydberg):
    """Joint density with contact weights, and its energy derivative."""
    strength = 4 * np.pi * rydberg**1.5 / levels**3
    above = energy + rydberg / levels**2
    allowed = above > 0
    root = np.sqrt(above[allowed])
    total = np.sum(strength[allowed] * root)
    derivative = np.sum(strength[allowed] / (2 * root))
    if energy > 0:
        sine, cosine = np.sin(angle), np.cos(angle)
        relative = continuum_weight(energy * sine**2, rydberg)
        total += np.sum(angle_weights * relative * 2 * energy**1.5
                        * sine * cosine**2)
        derivative += np.sum(angle_weights * relative
                             * np.sqrt(energy) * sine)
    return total, derivative


def pair_peak(thermal, rydberg):
    grid = np.arange(-rydberg + 0.01 * thermal, 6 * thermal, 0.02 * thermal)
    logs = [np.log(pair_density(e, rydberg)[0]) - e / thermal for e in grid]
    best = int(np.argmax(logs))

    def stationary(energy):
        total, derivative = pair_density(energy, rydberg)
        return derivative / total - 1 / thermal

    return brentq(stationary, grid[best - 1], grid[best + 1], xtol=1e-10)


assert abs(pair_peak(KT, 20 * KT) + 20 * KT - KT / 2) < 1e-4
assert abs(pair_peak(KT, 1e-6 * KT) / (2 * KT) - 1) < 0.01
pair_position = pair_peak(KT, BINDING)
pair_slope = gap_slope(TEMP) + centered_slope(
    lambda t: pair_peak(KB * t, BINDING), TEMP)
free_pair_slope = gap_slope(TEMP) + 2 * KB
assert slope < pair_slope < free_pair_slope

bound_emission = (4 * np.pi * BINDING**1.5 / levels**3
                  * np.exp(BINDING / levels**2 / KT))
unbound_emission = quad(lambda x: continuum_weight(x, BINDING)
                        * np.exp(-x / KT), 0, 40 * KT)[0]
ground_share = bound_emission[0] / (bound_emission.sum() + unbound_emission)

# Smaller corrections to the ideal exciton slope
prefactor_one = centered_slope(
    lambda t: numerical_peak(t, 0.5, 1), TEMP) - slope
prefactor_three = centered_slope(
    lambda t: numerical_peak(t, 0.5, 3), TEMP) - slope


def broadened_peak(temp):
    thermal = KB * temp
    u = np.linspace(0, np.sqrt(20 * thermal), 4001)
    source = u**2 * np.exp(-u**2 / thermal)

    def negative_log(x):
        return -np.log(np.sum(source * np.exp(
            -(x - u**2)**2 / (2 * BROADENING**2))))

    found = minimize_scalar(negative_log, bounds=(0, 3 * thermal),
                            method="bounded", options={"xatol": 1e-9})
    return edge(temp) + found.x


broadened_shift = broadened_peak(TEMP) - peak
broadening_change = centered_slope(broadened_peak, TEMP) - slope
softening_change = SOFTENING * PHONON / 300.0
density_mass = np.prod(MASSES)**(1 / 3) * const.m_e
thermal_length = const.h / np.sqrt(2 * np.pi * density_mass * const.k * TEMP)
phase_density = DENSITY_CM3 * 1e6 * thermal_length**3
assert phase_density < 0.01

varied = [ideal_slope(TEMP, ALPHA * a, BETA * b)
          for a, b in itertools.product((0.95, 1.05), repeat=2)]
ten_kelvin = numerical_peak(TEMP + 10) - numerical_peak(TEMP)

print(f"Varshni gap at 0 K: {GAP_ZERO/1000:.3f} eV")
print(f"Varshni alpha: {ALPHA/1000:.3e} eV/K")
print(f"Varshni beta: {BETA:.0f} K")
print(f"Temperature: {TEMP:.0f} K")
print(f"Exciton binding energy (rough): {BINDING:.0f} meV")
print(f"Phonon energy (rough): {PHONON:.0f} meV")
print(f"Exciton masses (rough): {MASSES} electron masses")
print(f"Boltzmann constant: {KB:.5f} meV/K")
print(f"Thermal energy k_B T: {KT:.2f} meV")
print(f"Largest state-count error: {100*max(count_errors):.3f} percent")
print(f"Gap at 300 K: {gap(TEMP)/1000:.4f} eV")
print(f"Replica edge at 300 K: {edge(TEMP)/1000:.4f} eV")
print(f"Peak above edge, k_B T/2: {KT/2:.2f} meV")
print(f"Mean kinetic energy: {mean:.2f} meV")
print(f"Peak photon energy: {peak/1000:.4f} eV")
print(f"Wavelength at energy peak: {wavelength:.1f} nm")
print(f"Full width at half maximum: {width:.1f} meV")
print(f"Gap slope: {gap_slope(TEMP):.4f} meV/K")
print(f"Thermal slope k_B/2: {KB/2:.4f} meV/K")
print(f"Ideal peak slope, formula: {slope:.4f} meV/K")
print(f"Ideal peak slope, numerical maximum: {measured_slope:.4f} meV/K")
print(f"Wavelength slope: {wavelength_slope:.3f} nm/K")
print(f"Peak shift from 300 to 310 K: {ten_kelvin:.2f} meV")
print(f"Ideal slope at 250 K: {ideal_slope(250):.4f} meV/K")
print(f"Ideal slope at 350 K: {ideal_slope(350):.4f} meV/K")
print(f"Slope, alpha and beta varied 5 percent, lowest: {min(varied):.3f} meV/K")
print(f"Slope, alpha and beta varied 5 percent, highest: {max(varied):.3f} meV/K")
print(f"Slope if matrix element is linear in K: {forbidden_slope:.4f} meV/K")
print(f"1s share of emission with unbound pairs: {100*ground_share:.1f} percent")
print(f"Full pair peak above 1s edge: {pair_position+BINDING:.2f} meV")
print(f"Full pair peak slope: {pair_slope:.4f} meV/K")
print(f"Uncorrelated pair peak slope: {free_pair_slope:.4f} meV/K")
print(f"Slope change, prefactor E^1: {prefactor_one:+.4f} meV/K")
print(f"Slope change, prefactor E^3: {prefactor_three:+.4f} meV/K")
print(f"Gaussian broadening, standard deviation: {BROADENING:.1f} meV")
print(f"Peak shift from broadening: {broadened_shift:+.2f} meV")
print(f"Slope change from broadening: {broadening_change:+.4f} meV/K")
print(f"Assumed phonon softening over 300 K: {100*SOFTENING:.1f} percent")
print(f"Slope change from phonon softening: {softening_change:+.4f} meV/K")
print(f"Exciton density for degeneracy check: {DENSITY_CM3:.1e} cm^-3")
print(f"Density times thermal length cubed: {phase_density:.2e} (no unit)")
print("no test failed")
```

Printed output:

```
Varshni gap at 0 K: 1.170 eV
Varshni alpha: 4.730e-04 eV/K
Varshni beta: 636 K
Temperature: 300 K
Exciton binding energy (rough): 15 meV
Phonon energy (rough): 58 meV
Exciton masses (rough): (1.4, 0.7, 0.7) electron masses
Boltzmann constant: 0.08617 meV/K
Thermal energy k_B T: 25.85 meV
Largest state-count error: 0.049 percent
Gap at 300 K: 1.1245 eV
Replica edge at 300 K: 1.0515 eV
Peak above edge, k_B T/2: 12.93 meV
Mean kinetic energy: 38.78 meV
Peak photon energy: 1.0644 eV
Wavelength at energy peak: 1164.8 nm
Full width at half maximum: 46.4 meV
Gap slope: -0.2546 meV/K
Thermal slope k_B/2: 0.0431 meV/K
Ideal peak slope, formula: -0.2115 meV/K
Ideal peak slope, numerical maximum: -0.2115 meV/K
Wavelength slope: 0.231 nm/K
Peak shift from 300 to 310 K: -2.14 meV
Ideal slope at 250 K: -0.1862 meV/K
Ideal slope at 350 K: -0.2331 meV/K
Slope, alpha and beta varied 5 percent, lowest: -0.232 meV/K
Slope, alpha and beta varied 5 percent, highest: -0.192 meV/K
Slope if matrix element is linear in K: -0.1254 meV/K
1s share of emission with unbound pairs: 61.9 percent
Full pair peak above 1s edge: 22.86 meV
Full pair peak slope: -0.1409 meV/K
Uncorrelated pair peak slope: -0.0823 meV/K
Slope change, prefactor E^1: +0.0022 meV/K
Slope change, prefactor E^3: +0.0072 meV/K
Gaussian broadening, standard deviation: 5.0 meV
Peak shift from broadening: +2.14 meV
Slope change from broadening: -0.0073 meV/K
Assumed phonon softening over 300 K: 1.0 percent
Slope change from phonon softening: +0.0019 meV/K
Exciton density for degeneracy check: 1.0e+16 cm^-3
Density times thermal length cubed: 9.62e-04 (no unit)
no test failed
```
